\section*{Pressure at the Middle of a Long Tube Carrying Viscous Gas}

\section{From the force balance to the pressure profile}

\textbf{Q:} I have a heated nitrogen purge line on an atomic layer deposition reactor. It is 1 m long with an inner diameter of 4 mm. The absolute pressure is 10 Torr just inside the inlet and 2 Torr just inside the outlet. Should I expect 6 Torr at the middle?

\textbf{A:} You would get 6 Torr if the pressure fell at the same rate everywhere along the tube. Whether it does depends on how the gas flows through each short piece, so let us start there.

Let $x$ be the distance from the inlet, $a$ the tube radius, $L$ its length, $\mu$ the viscosity and $p(x)$ the absolute pressure. I assume steady laminar flow, with $L\gg a$, so that the pressure is nearly uniform over a cross-section and the velocity is nearly axial. I also assume that the gas sticks to the wall and that the force needed to accelerate it is small beside friction. We can test the last two assumptions on your numbers later.

Consider a coaxial cylinder of gas of radius $r$ and length $dx$. The pressures on its two ends give a forward force $-\pi r^2(dp/dx)\,dx$, which is positive because $p$ falls with $x$. The gas outside moves more slowly and pulls back on the curved surface with a force $2\pi r\,dx\,\mu\,du/dr$, which is negative because the velocity $u$ falls with $r$. The two forces add to zero:
\begin{equation}
-\pi r^2\frac{dp}{dx}+2\pi r\mu\frac{du}{dr}=0
\quad\Rightarrow\quad
\frac{du}{dr}=\frac{r}{2\mu}\frac{dp}{dx}.
\label{eq:shear}
\end{equation}
Integrating from $r$ to $a$, with $u(a)=0$, gives
\begin{equation}
u(r)=\frac{a^2-r^2}{4\mu}\left(-\frac{dp}{dx}\right).
\end{equation}
The volume crossing a section per unit time is then
\begin{align}
V&=\int_0^a 2\pi r\,u\,dr
=\frac{\pi}{2\mu}\left(-\frac{dp}{dx}\right)\int_0^a(a^2r-r^3)\,dr \nonumber\\
&=\frac{\pi a^4}{8\mu}\left(-\frac{dp}{dx}\right),
\label{eq:volume}
\end{align}
since the integral is $a^4/2-a^4/4=a^4/4$.

\textbf{Q:} That is the law I would use for water. Where does it matter that this is a gas?

\textbf{A:} In what stays constant along the tube. Steady flow requires the same mass per second, $\rho V$, through every section. For an ideal gas of molar mass $M$ at temperature $T$, the density is $\rho=pM/(RT)$. If $T$ is the same everywhere, constant $\rho V$ means constant
\begin{equation}
Q=pV .
\label{eq:throughput}
\end{equation}
This quantity is called the throughput. The volume flow $V=Q/p$ therefore grows as the pressure falls. For water, $V$ itself would be constant.

\textbf{Q:} Then what does the pressure do along my line?

\textbf{A:} Multiply Eq.~(\ref{eq:volume}) by $p$ and use $p\,dp/dx=\tfrac12\,d(p^2)/dx$:
\begin{equation}
Q=-\frac{\pi a^4}{8\mu}\,p\frac{dp}{dx}
=-\frac{\pi a^4}{16\mu}\frac{d(p^2)}{dx}.
\label{eq:local}
\end{equation}
The viscosity of a dilute gas is nearly independent of pressure, so at fixed temperature I take $\mu$ as constant. With a uniform bore, $d(p^2)/dx$ is then constant, and it is the square of the pressure that falls linearly. With $p(0)=p_1$ and $p(L)=p_2$,
\begin{equation}
p(x)^2=p_1^2-(p_1^2-p_2^2)\frac{x}{L},
\qquad
Q=\frac{\pi a^4(p_1^2-p_2^2)}{16\mu L}.
\label{eq:profile}
\end{equation}
At $x=L/2$ the first relation gives
\begin{equation}
p_{\rm mid}=\sqrt{\frac{p_1^2+p_2^2}{2}} .
\label{eq:mid}
\end{equation}
For your line this is $\sqrt{(100+4)/2}=\sqrt{52}=7.21$ Torr, or 961 Pa. The radius, length, viscosity and temperature set the flow but drop out of the midpoint pressure.

\section{Comparison with the arithmetic mean}

\textbf{Q:} Is the result above the arithmetic mean for any pair of pressures, or just for mine?

\textbf{A:} For any unequal pair, within this model. Write $\bar p=(p_1+p_2)/2$ and subtract the squares:
\begin{align}
p_{\rm mid}^2-\bar p^{\,2}
&=\frac{2p_1^2+2p_2^2}{4}-\frac{p_1^2+2p_1p_2+p_2^2}{4}\nonumber\\
&=\frac{(p_1-p_2)^2}{4}.
\label{eq:gap}
\end{align}
The right side is positive unless $p_1=p_2$, when there is no flow. Dividing by $\bar p^{\,2}$ and writing $\delta=(p_1-p_2)/\bar p$ for the relative pressure drop,
\begin{equation}
\frac{p_{\rm mid}}{\bar p}=\sqrt{1+\frac{\delta^2}{4}}
\simeq 1+\frac{\delta^2}{8}\quad(\delta\ll1).
\end{equation}
You have $\delta=8/6=4/3$, so the ratio is $\sqrt{1+4/9}=1.20$. The midpoint lies 1.21 Torr, or 20\% of the arithmetic mean, above that mean. If the end pressures differ by less than about 28\% of their mean, the excess is below 1\% and the arithmetic mean will often do.

\textbf{Q:} Where in the tube would I find 6 Torr?

\textbf{A:} Set $p=\bar p$ in Eq.~(\ref{eq:profile}), solve for $x$, and factor both differences of squares:
\begin{align}
\frac{x}{L}&=\frac{(p_1-\bar p)(p_1+\bar p)}{(p_1-p_2)(p_1+p_2)}
=\frac{\frac12(p_1-p_2)\,\frac12(3p_1+p_2)}{(p_1-p_2)(p_1+p_2)}\nonumber\\
&=\frac{3p_1+p_2}{4(p_1+p_2)}.
\end{align}
For your pressures this is $32/48=2/3$, so 6 Torr is found 0.67 m from the inlet.

\section{The physical cause}

\textbf{Q:} I follow the algebra, but I would have guessed the opposite. The gas is denser near the inlet, so should it not lose more pressure there?

\textbf{A:} Density does not appear in Eq.~(\ref{eq:volume}). In this regime, friction depends on viscosity and speed, and the viscosity is the same at both ends. What differs is the speed. The mean speed over a section of area $A=\pi a^2$ is $U=V/A=Q/(pA)$. Dense gas near the inlet carries the required mass slowly. By the outlet the same mass has expanded to five times the volume and must move five times as fast, from 14.5 m/s to 72.7 m/s. The pressure gradient needed to push it rises in the same ratio, from 4.8 to 24 Torr/m. The first half of the tube therefore uses 2.79 Torr of the 8 Torr drop, and the second half uses 5.21 Torr. Less than half of the drop has been spent at the middle, which is why the pressure there is above the mean.

\textbf{Q:} So expansion is the whole explanation?

\textbf{A:} It is necessary, but it needs a partner. Two comparisons at the same end pressures separate the parts.

First, remove the expansion. With $V$ constant, Eq.~(\ref{eq:volume}) makes $dp/dx$ constant, and the midpoint is 6 Torr.

Second, keep the expansion but change the friction law, so that $Q=-C\,dp/dx$ with $C$ independent of pressure. The profile is again linear and the midpoint is again 6 Torr. This happens in free-molecular flow, where molecules collide with the wall far more often than with one another. Each molecule then moves independently of the rest, so the flow is proportional to the density gradient, whatever the density.

The squared law thus needs a gas that expands and a friction law under which, at fixed mass flow, the pressure gradient varies as $1/p$. Laminar viscous friction is such a law: it fixes the volume flow for a given gradient, so the throughput per unit gradient is proportional to $p$. It is not the only one. In turbulent flow the gradient is $f\rho U^2/(4a)$, with a friction factor $f$ set by the Reynolds number and the wall roughness, both constant along a uniform isothermal tube. Since $\rho U$ is constant, the gradient again follows $U\propto1/p$, and $p^2$ is again linear in $x$ when acceleration is negligible.

\section{Flow and residence time}

\textbf{Q:} What flow does this imply for my line?

\textbf{A:} I take $T=400$ K and a rough nitrogen viscosity of $2.2\times10^{-5}$ Pa\,s. With 1 Torr $=133.32$ Pa, Eq.~(\ref{eq:profile}) gives
\begin{equation}
Q=\frac{\pi(2.0\times10^{-3})^4\,(96)(133.32)^2}{16\,(2.2\times10^{-5})(1)}
=0.244\ \mathrm{Pa\,m^3/s}.
\end{equation}
This is about 99 sccm, with the standard state at 0~$^\circ$C and 1 atm.

\textbf{Q:} For purging I care about how long gas stays in the line. Can I use the midpoint pressure for that?

\textbf{A:} The gas content depends on the pressure averaged over the length, which is a different number. From Eq.~(\ref{eq:profile}), $2p\,dp=-(p_1^2-p_2^2)\,dx/L$. Using this to replace $dx$, and reversing the limits to absorb the minus sign,
\begin{align}
\langle p\rangle&=\frac1L\int_0^L p\,dx
=\frac{2}{p_1^2-p_2^2}\int_{p_2}^{p_1}p^2\,dp\nonumber\\
&=\frac23\,\frac{p_1^3-p_2^3}{p_1^2-p_2^2}.
\end{align}
For your line, $\langle p\rangle=(2/3)(992/96)=6.89$ Torr. The mean residence time follows from the local mean speed:
\begin{equation}
t=\int_0^L\frac{dx}{U}=\frac{A}{Q}\int_0^L p\,dx=\frac{AL\langle p\rangle}{Q}.
\end{equation}
This is 47 ms. Putting 6 Torr in place of $\langle p\rangle$, at the same $Q$, gives 41 ms, which is 13\% too short relative to 47 ms.

Do not read 47 ms as a purge time. Precursor adsorbed on the wall must first desorb, which the calculation leaves out. The calculation also holds both end pressures steady, which a fast valve pulse does not. The spread of velocities, from $2U$ on the axis to nearly zero at the wall, matters less here than it may seem. With a rough diffusion coefficient $D=4\times10^{-3}$ m$^2$/s for nitrogen at 7 Torr, a molecule crosses the bore in a time of order $a^2/D$, about 1 ms, so it samples fast and slow gas many times on its way. A heavier precursor molecule diffuses more slowly and needs a few milliseconds, still short beside 47 ms.

\section{Where the squared law fails}

\textbf{Q:} At 2 Torr the mean free path is not negligible. How much does slip change?

\textbf{A:} For full accommodation at the wall I use the first-order slip condition with coefficient one. This is the elementary value; the BGK kinetic model gives about 1.15 for the $\lambda$ defined below. The gas at the wall then moves at $-\lambda\,du/dr$, where $\lambda$ is the mean free path. Equation~(\ref{eq:shear}) at $r=a$ turns this into a uniform extra velocity $(\lambda a/2\mu)(-dp/dx)$. Multiplying by $\pi a^2$ gives the extra volume flow:
\begin{equation}
\frac{\pi a^3\lambda}{2\mu}\left(-\frac{dp}{dx}\right)
=\frac{4\lambda}{a}\times\frac{\pi a^4}{8\mu}\left(-\frac{dp}{dx}\right).
\end{equation}
So $V$ is multiplied by $1+4\lambda/a$. I define the path through the viscosity, $\lambda=(\mu/p)\sqrt{\pi RT/(2M)}$, so $\lambda p$ is constant at fixed temperature, and so is $b=4\lambda p/a$. Then
\begin{equation}
Q=-\frac{\pi a^4}{8\mu}(p+b)\frac{dp}{dx}.
\end{equation}
This is Eq.~(\ref{eq:local}) with $p$ replaced by $p+b$. Now $(p+b)^2$ is linear in $x$, and
\begin{equation}
p_{\rm mid}=\sqrt{\frac{(p_1+b)^2+(p_2+b)^2}{2}}-b .
\label{eq:slip}
\end{equation}
In your line $\lambda$ is 36 $\mu$m at the outlet, about 0.9\% of the diameter, and $b=0.14$ Torr. The midpoint moves from 7.21 to 7.19 Torr, and the flow rises by 2.4\%. With the coefficient 1.15 these become 7.18 Torr and 2.7\%.

The direction makes sense, because slip adds to the throughput per unit gradient a part that does not depend on pressure. If $b$ is made very large in Eq.~(\ref{eq:slip}), the midpoint tends to the arithmetic mean; $b=10^4$ Torr gives 6.001 Torr. That is a property of the formula. First-order slip is not a quantitative theory of free-molecular flow.

\textbf{Q:} And the force needed to speed the gas up fivefold?

\textbf{A:} For an estimate, keep the parabolic velocity profile, $u=2U(1-s)$ with $s=r^2/a^2$. The section average of $u^2$ is $4U^2\int_0^1(1-s)^2ds=\tfrac43U^2$, so the momentum flux per unit area is $\tfrac43\rho U^2$. With $U=Q/(pA)$ and $\rho=pM/(RT)$ this equals $B/p$, where
\begin{equation}
B=\frac43\,\frac{Q^2M}{RTA^2}.
\end{equation}
Its rate of increase along the tube equals the pressure force minus friction:
\begin{equation}
\frac{d}{dx}\!\left(\frac Bp\right)=-\frac{dp}{dx}-\frac Kp,
\qquad K=\frac{8\mu Q}{\pi a^4}.
\end{equation}
The left side is $-(B/p^2)\,dp/dx$. Multiplying by $p$ and collecting terms gives $-(p-B/p)\,dp/dx=K$, which integrates from the inlet to
\begin{equation}
\frac{p_1^2-p^2}{2}-B\ln\frac{p_1}{p}=Kx .
\label{eq:inertia}
\end{equation}
The left side at $L/2$ must be half its value at $L$. Doubling that condition and solving for $p_{\rm mid}^2$,
\begin{equation}
p_{\rm mid}^2=\frac{p_1^2+p_2^2}{2}+B\ln\frac{p_{\rm mid}^2}{p_1p_2}.
\end{equation}
For your pressures the logarithm is positive, since 52 exceeds 20, so inertia raises the midpoint. In this estimate it reaches 7.23 Torr, and the flow falls by 0.8\%. The estimate is somewhat low. The gas on the axis has to gain the most speed, so inertia holds it back most; this flattens the profile and adds friction at the wall. Letting the profile adjust raises the factor $4/3$ in $B$ to 2 at first order, and the flow then falls by about 1.2\%. With slip and the parabolic estimate of inertia together, the midpoint is 7.20 Torr and the flow is 1.5\% above the simple formula; with the factor 2 in $B$ they are 7.21 Torr and 1.1\%. The two shifts of the midpoint partly cancel. While both are small, their signs are opposite for any unequal pair: slip moves the midpoint toward the arithmetic mean, and inertia raises it because $(p_1^2+p_2^2)/2$ exceeds $p_1p_2$ by $(p_1-p_2)^2/2$. How nearly they cancel depends on the numbers.

\textbf{Q:} What if I pump the outlet much harder?

\textbf{A:} As $p_2\to0$, Eq.~(\ref{eq:mid}) tends to $p_1/\sqrt2$, which is $\sqrt2$ times the arithmetic mean. That limit is formal. In the simple law the ratios $b/p$ and $B/p^2$, which measure slip and inertia, both grow without bound at the outlet, so the profile near the outlet cannot be trusted. In Eq.~(\ref{eq:inertia}) the gradient diverges where $B/p^2=1$: the flow chokes, and harder pumping no longer lowers the pressure just inside the outlet. For your line this isothermal estimate, without slip, puts that pressure near 0.5 Torr and the midpoint near 7.1 Torr. The midpoint pressure is much less sensitive, provided that both ratios stay small over most of the tube.

\textbf{Q:} Does the gas stay at 400 K while it expands?

\textbf{A:} Nearly. Expansion cools the gas, most strongly on the fast axis, and friction heats it, most strongly near the wall. I neglect heat carried along the tube and balance these two against radial conduction, with $k$ the thermal conductivity and $\sigma=r/a$. Since $-dp/dx=8\mu U/a^2$ and $u=2U(1-\sigma^2)$, expansion removes heat at the rate $16\mu U^2(1-\sigma^2)/a^2$ per unit volume. Friction, $\mu(du/dr)^2$, supplies $16\mu U^2\sigma^2/a^2$. Conduction makes up the difference:
\begin{equation}
\frac{k}{\sigma}\frac{d}{d\sigma}\!\left(\sigma\frac{dT}{d\sigma}\right)
=16\mu U^2(1-2\sigma^2).
\end{equation}
Multiplying by $\sigma$, integrating from the axis and dividing by $k\sigma$ gives $dT/d\sigma=(8\mu U^2/k)(\sigma-\sigma^3)$. A second integration, from 0 to 1, shows that the axis is colder than the wall by $2\mu U^2/k$. With a rough $k=0.033$ W/(m\,K), this is about 7 K at the outlet. It varies as $U^2\propto1/p^2$, so at the middle it is about 0.5 K. I have not calculated its effect on the midpoint pressure.

\section{Use on a real line}

\textbf{Q:} How far should I trust 7.21 Torr on the actual reactor?

\textbf{A:} The fivefold pressure ratio is large and makes the curvature easy to see; a wider bore at the same flow, length and outlet pressure has a smaller drop. The Reynolds number is about 30, well inside the laminar range, and the velocity profile settles within roughly 7 mm of the inlet. The assumption I would question first is the uniform wall temperature. Suppose the wall warms steadily by 40 K from inlet to outlet, with its mean held at 400 K. Constant mass flow now means that $pV/T$ is constant, and the viscosity grows roughly as $T^{0.7}$, so $-p\,dp/dx$ grows as $T^{1.7}$. More of the drop moves to the hot downstream half, and the midpoint rises to 7.35 Torr, 1.9\% above the isothermal value. Of the shifts in midpoint pressure calculated here, this is the largest. A line that cools toward the outlet shifts it the other way.

Valves, bends and changes of bore are a separate matter. Equation~(\ref{eq:mid}) applies to a uniform stretch, with absolute pressures taken just inside its ends. If a valve lies between a gauge and the tube, correct the reading for the pressure drop across the valve first: subtract the drop if the gauge is upstream of the tube, and add it if the gauge is downstream. Where the bore changes gradually, Eq.~(\ref{eq:local}) still holds locally, and the fall of $p^2$ per unit length varies as $1/a^4$. A narrow section upstream can then pull the midpoint below the arithmetic mean. The remaining values for your line are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Inner diameter: 4 mm
Tube length: 1 m
Gas temperature: 400 K
Viscosity (rough): 2.2e-05 Pa s
Thermal conductivity (rough): 0.033 W/(m K)
Molar mass: 28 g/mol
Inlet pressure: 10 Torr
Outlet pressure: 2 Torr
Pressure at L/4: 8.718 Torr
Midpoint pressure, formula: 7.211 Torr
Midpoint pressure, shooting: 7.211 Torr
Midpoint pressure, formula: 961.4 Pa
Pressure at 3L/4: 5.292 Torr
Arithmetic mean: 6 Torr
Midpoint excess over mean: 1.211 Torr
Midpoint excess over mean: 20.19 %
Drop in first half: 2.789 Torr
Drop in second half: 5.211 Torr
Position of arithmetic mean: 0.6667 m
Gradient size at inlet: 4.8 Torr/m
Gradient size at outlet: 24 Torr/m
Midpoint without expansion: 6 Torr
Midpoint, constant conductance: 6.001 Torr
Throughput: 0.2437 Pa m3/s
Flow (0 C, 1 atm): 98.53 sccm
Mean speed at inlet: 14.54 m/s
Mean speed at midpoint: 20.17 m/s
Mean speed at outlet: 72.72 m/s
Length-averaged pressure: 6.889 Torr
Mean residence time: 47.37 ms
Residence time from arithmetic mean: 41.25 ms
Reynolds number: 29.7
Mach number at outlet: 0.18
Mean free path at outlet: 35.6 um
Path/diameter at inlet: 0.0018
Path/diameter at outlet: 0.0089
Slip pressure b: 0.143 Torr
Midpoint with slip: 7.188 Torr
Midpoint with inertia: 7.227 Torr
Midpoint with slip and inertia: 7.204 Torr
Flow change by slip: 2.4 %
Flow change by inertia: -0.78 %
Flow change by both: 1.5 %
Entrance length (rough): 7.1 mm
Axis cooling at outlet (estimate): 7.1 K
Wall-temperature rise tried: 40 K
Midpoint with that wall rise: 7.351 Torr
\end{verbatim}
